**Carrier interactions and the Drude response: one species against two**

The program tests that pair interactions leave the current response of a single parabolic band at dJ/dt = (nq²/m)E, where J is the current density, n the density, q the charge, m the mass and E the uniform field. It propagates two interacting quantum particles on a ring and asserts that the free response survives when their ratios q/m agree. It also asserts that the response changes for unequal q/m, with an impurity, and, in a nonparabolic band, when the interaction is switched on. The two-species conductivity is compared with a time-domain solution of the coupled equations of motion. The electron-hole drag rate is compared with a Born cross-section at zero frequency and with explicit absorption minus emission at finite frequency. For a silicon plasma with 10¹⁷ cm⁻³ electrons and holes, the output shows that drag changes the free-carrier index shift at 1550 nm by about 7 × 10⁻⁵ of its value. The same drag lowers the zero-frequency conductivity by about 12 %, within a weak-scattering estimate whose sensitivity to screening is also printed.

## Numerical verification

```python
# RESULT UNDER TEST
# One parabolic band: pair interactions do not alter dJ/dt = (n q^2/m) E.
# Two species: sigma(w) = i D_cm/w + D_rel/(gamma - i w), convention exp(-i w t),
#   D_cm  = (sum n q)^2 / sum(n m),  D_cm + D_rel = sum(n q^2/m),
#   gamma = eta (1/(n1 m1) + 1/(n2 m2)), eta = drag coefficient between species.
# Protection is lost when q1/m1 differs from q2/m2.
# n density, q charge, m mass, J current, E uniform total field.
# The ring simulation uses hbar = 1 and dimensionless model parameters.
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, simpson
from scipy.linalg import expm

# ---------- two interacting quantum particles on a ring ----------
M, L, A0, T_RAMP = 48, 10.0, 0.1, 10.0
x = np.arange(M) * L / M
p = 2 * np.pi * np.fft.fftfreq(M, L / M)
sep = x[:, None] - x[None, :]


def band(mom, mass, alpha):
    """Energy and velocity; alpha > 0 is a nonparabolic band."""
    if alpha == 0:
        return mom**2 / (2 * mass), mom / mass
    root = np.sqrt(1 + 2 * alpha * mom**2 / mass)
    return (root - 1) / (2 * alpha), mom / (mass * root)


def ring_response(q, m, g=4.0, impurity=0.0, alpha=0.0):
    """Return final J and force-identity prediction, both over A0 sum(q^2/m)."""
    d2 = (L / np.pi * np.sin(np.pi * sep / L))**2
    pot = q[0] * q[1] * g / np.sqrt(1 + d2)
    force1 = (q[0] * q[1] * g * (1 + d2)**-1.5
              * 0.5 * L / np.pi * np.sin(2 * np.pi * sep / L))
    wave = impurity * np.cos(2 * np.pi * x / L)
    pot = pot + wave[:, None] + wave[None, :]
    psi = np.exp(-0.3 * pot).astype(complex)
    dtau = 0.02
    half = np.exp(-pot * dtau / 2)
    decay = np.outer(np.exp(-band(p, m[0], alpha)[0] * dtau),
                     np.exp(-band(p, m[1], alpha)[0] * dtau))
    for _ in range(1500):
        psi = half * np.fft.ifft2(decay * np.fft.fft2(half * psi))
        psi /= np.linalg.norm(psi)
    steps = 1000
    dt = T_RAMP / steps
    half = np.exp(-1j * pot * dt / 2)
    forces = [np.sum(abs(psi)**2 * force1)]
    for k in range(steps):
        a = -A0 * np.sin(np.pi * (k + 0.5) * dt / (2 * T_RAMP))**2
        ph = [np.exp(-1j * dt * band(p - q[i] * a, m[i], alpha)[0])
              for i in (0, 1)]
        psi = half * np.fft.ifft2(np.outer(*ph) * np.fft.fft2(half * psi))
        forces.append(np.sum(abs(psi)**2 * force1))
    prob = abs(np.fft.fft2(psi))**2
    prob /= prob.sum()
    current = sum(q[i] * np.sum(prob.sum(axis=1 - i)
                                * band(p + q[i] * A0, m[i], alpha)[1])
                  for i in (0, 1))
    free = A0 * sum(q[i]**2 / m[i] for i in (0, 1))
    extra = (q[0] / m[0] - q[1] / m[1]) * trapezoid(forces, dx=dt)
    return current / free, (free + extra) / free


same = ring_response((1, 1), (1, 1))
equal_ratio = ring_response((1, 2), (1, 2))
unequal_mass = ring_response((1, 1), (1, 3))
opposite = ring_response((1, -1), (1, 1))
with_impurity = ring_response((1, 1), (1, 1), impurity=0.5)
kane_free = ring_response((1, 1), (1, 1), g=0.0, alpha=0.3)
kane_int = ring_response((1, 1), (1, 1), alpha=0.3)
assert abs(same[0] - 1) < 1e-8 and abs(equal_ratio[0] - 1) < 1e-8
for case in (unequal_mass, opposite):
    assert abs(case[0] - 1) > 0.02
    assert abs(case[0] - case[1]) < 1e-5
assert abs(with_impurity[0] - 1) > 0.02
assert abs(kane_int[0] - kane_free[0]) > 0.02


# ---------- two-fluid conductivity against a time-domain kick ----------
def weights(n, q, m):
    """Total weight and centre-of-mass weight."""
    n, q, m = map(np.asarray, (n, q, m))
    return np.sum(n * q**2 / m), np.sum(n * q)**2 / np.sum(n * m)


n_t, q_t, m_t = np.array([1.0, 0.4]), np.array([-1.0, 1.0]), np.array([1.0, 1.7])
eta_t, lattice_t, w_t = 0.5, 0.3, 0.8
drag = eta_t * np.array([[1, -1], [-1, 1]]) / (n_t * m_t)[:, None]
dt_kick = 0.01
step = expm(-(drag + lattice_t * np.eye(2)) * dt_kick)
vel, j_t = q_t / m_t, []
for _ in range(10001):
    j_t.append(np.sum(n_t * q_t * vel))
    vel = step @ vel
times = np.arange(10001) * dt_kick
sigma_kick = simpson(np.array(j_t) * np.exp(1j * w_t * times), x=times)
d_all, d_cm = weights(n_t, q_t, m_t)
nm = n_t * m_t
d_rel = nm[0] * nm[1] / nm.sum() * (q_t[0] / m_t[0] - q_t[1] / m_t[1])**2
z = w_t + 1j * lattice_t
sigma_formula = 1j * d_cm / z + d_rel / (eta_t * np.sum(1 / nm) - 1j * z)
assert abs(sigma_kick / sigma_formula - 1) < 1e-6
assert abs((d_cm + d_rel) / d_all - 1) < 1e-12

# ---------- silicon electron-hole plasma, rough typical parameters ----------
hbar, e, m0, c, eps0 = sc.hbar, sc.e, sc.m_e, sc.c, sc.epsilon_0
TEMP, N_CM3, WAVELENGTH_NM = 300.0, 1e17, 1550.0
ME, MH, EPS_R, INDEX, LATTICE = 0.26, 0.39, 11.7, 3.48, 1e13
n, kT, eps = N_CM3 * 1e6, sc.k * TEMP, EPS_R * eps0
mu = m0 * ME * MH / (ME + MH)
omega = 2 * np.pi * c / (WAVELENGTH_NM * 1e-9)
kappa = np.sqrt(2 * n * e**2 / (eps * kT))


def drag_rate(w, kap=kappa):
    """Re gamma(w) in 1/s from force fluctuations, second order in attraction."""
    y = np.linspace(-9, 9, 4001) * np.sqrt(kT / mu)
    root = np.sqrt(y**2 + 2 * hbar * w / mu)
    wave_q = np.where(y < 0, 2 * w / (root + abs(y)), mu / hbar * (y + root))
    v_q = e**2 / (eps * (wave_q**2 + kap**2))
    jac = 1 / (hbar / (2 * mu) + w / wave_q**2)
    spec = (wave_q**3 * v_q**2 / (2 * np.pi**2) * np.sqrt(2 * np.pi * mu / kT)
            * np.exp(-mu * y**2 / (2 * kT)) * jac)
    thermal = -np.expm1(-hbar * w / kT) / (2 * hbar * w)
    return n / (3 * mu) * thermal * trapezoid(spec, y)


def reactive_part(rate, w):
    """Im gamma(w) from Re gamma by causality."""
    u, wt = np.polynomial.legendre.leggauss(200)
    u, wt = (u + 1) / 2, wt / 2
    t = u**2
    diff = np.array([rate(w * s) - rate(w / s) for s in t])
    return 2 / np.pi * np.sum(wt * 2 * u * diff / (1 - t**2))


assert abs(reactive_part(lambda s: 1 / (1 + s**2), 2.5) / (2.5 / 7.25) - 1) < 1e-6

# zero frequency: thermal average of the Born transport cross-section
cos_n, cos_w = np.polynomial.legendre.leggauss(300)
speed = np.linspace(1e-3, 9, 3000) * np.sqrt(kT / mu)
k_rel = mu * speed / hbar
q2 = 2 * k_rel[:, None]**2 * (1 - cos_n)
amp = 2 * mu * e**2 / (4 * np.pi * eps * hbar**2) / (q2 + kappa**2)
transport = 2 * np.pi * np.sum(cos_w * (1 - cos_n) * amp**2, axis=1)
maxwell = speed**2 * np.exp(-mu * speed**2 / (2 * kT))
maxwell /= trapezoid(maxwell, speed)
rate_born = n * mu / (3 * kT) * trapezoid(maxwell * speed**3 * transport, speed)
rate_dc = drag_rate(1e-6 * kT / hbar)
assert abs(rate_dc / rate_born - 1) < 2e-3


def golden_rate(w):
    """Absorption minus emission, summed over initial and final momenta."""
    total = 0.0
    for sign in (1, -1):
        kf2 = k_rel**2 + sign * 2 * mu * w / hbar
        kf = np.sqrt(np.maximum(kf2, 0))
        qq = (k_rel**2 + kf**2)[:, None] - 2 * (k_rel * kf)[:, None] * cos_n
        v_q = e**2 / (eps * (qq + kappa**2))
        ang = np.sum(cos_w * qq * v_q**2, axis=1)
        total += sign * trapezoid(
            maxwell * mu * kf / (4 * np.pi**2 * hbar**2) * ang, speed)
    return n * np.pi / (3 * w * mu) * total


rate_opt = drag_rate(omega)
for w_check in (kT / hbar, omega):
    assert abs(golden_rate(w_check) / drag_rate(w_check) - 1) < 3e-3

# optical index and absorption
react = reactive_part(drag_rate, omega)
weight_e, weight_h = n * e**2 / (ME * m0), n * e**2 / (MH * m0)
weight = weight_e + weight_h


def index_change(sigma):
    return np.sqrt(INDEX**2 + 1j * sigma / (eps0 * omega)) - INDEX


dn_free = index_change(1j * weight / omega)
dn_drag = index_change(weight / (rate_opt + 1j * react - 1j * omega))
dn_lattice = index_change(weight / (LATTICE - 1j * omega))
dn_e, dn_h = [-wgt / (2 * INDEX * eps0 * omega**2) for wgt in (weight_e, weight_h)]
relative = dn_drag.real / dn_free.real - 1
assert abs((dn_e + dn_h) / dn_free.real - 1) < 1e-3
assert abs(relative / (react / omega) - 1) < 0.02
to_alpha = 2 * omega / c / 100
sigma_no = weight / LATTICE / 100
sigma_with = weight / (LATTICE + rate_dc) / 100

# ---------- sizes of neglected effects ----------
ML, MT, MHH, MLH, ALPHA = 0.92, 0.19, 0.49, 0.16, 0.5
v_all, v_cm = weights([2, 4], [1, 1], [ML, MT])
h_all, h_cm = weights([MHH**1.5, MLH**1.5], [1, 1], [MHH, MLH])
nc0 = 2 * (m0 * kT / (2 * np.pi * hbar**2))**1.5
fill_e = n / (nc0 * 6 * np.sqrt(ML * MT**2))
fill_h = n / (nc0 * (MHH**1.5 + MLH**1.5))
mom = np.linspace(0, 12, 6001)          # units sqrt(m kT)
en, vk = band(mom, 1.0, ALPHA * kT / e)
boltz = mom**2 * np.exp(-en)
nonpar = trapezoid(boltz * vk**2, mom) / (3 * trapezoid(boltz, mom)) - 1
ryd = mu * e**4 / (2 * (4 * np.pi * eps * hbar)**2)
s = np.linspace(1e-3, 7, 7000)          # s^2 = energy/kT
nu = 2 * np.pi * np.sqrt(ryd / kT) / s
gauss = s**2 * np.exp(-s**2)
sommer = trapezoid(gauss * nu / -np.expm1(-nu), s) / trapezoid(gauss, s)
saha = n * (2 * np.pi * hbar**2 / (mu * kT))**1.5 * np.exp(ryd / kT)
doppler = INDEX * np.sqrt(kT / (ME * m0)) / c
w_low = 1e-6 * kT / hbar

print("RING MODEL: final current / noninteracting parabolic value")
print(f"identical particles: {same[0]:.8f}")
print(f"masses 1,2 charges 1,2 (equal q/m): {equal_ratio[0]:.8f}")
print(f"masses 1,3 charges 1,1: {unequal_mass[0]:.4f}")
print(f"  same from force identity: {unequal_mass[1]:.4f}")
print(f"masses 1,1 charges 1,-1: {opposite[0]:.4f}")
print(f"  same from force identity: {opposite[1]:.4f}")
print(f"identical particles with impurity: {with_impurity[0]:.4f}")
print(f"nonparabolic, no interaction: {kane_free[0]:.4f}")
print(f"nonparabolic, with interaction: {kane_int[0]:.4f}")
print("SILICON INPUTS (rough typical values)")
print(f"density of each species: {N_CM3:.1e} cm^-3; temperature: {TEMP:.0f} K")
print(f"wavelength: {WAVELENGTH_NM:.0f} nm; background index: {INDEX}")
print(f"masses e, h: {ME}, {MH} m0; relative permittivity: {EPS_R}")
print(f"common lattice rate: {LATTICE:.1e} s^-1")
print("SILICON RESULTS")
print(f"reduced mass: {mu/m0:.4f} m0")
print(f"angular frequency: {omega:.4e} s^-1")
print(f"photon energy: {hbar*omega/e:.4f} eV; kT: {kT/e:.5f} eV")
print(f"Debye length: {1e9/kappa:.2f} nm")
print(f"index change, electrons: {dn_e:.4e}")
print(f"index change, holes: {dn_h:.4e}")
print(f"index change, both, no drag: {dn_free.real:.4e}")
print(f"relative index change due to drag: {relative:.3e}")
print(f"drag rate Re gamma, zero frequency: {rate_dc:.3e} s^-1")
print(f"  from Born cross-section: {rate_born:.3e} s^-1")
print(f"drag rate Re gamma, optical: {rate_opt:.3e} s^-1")
print(f"  from absorption minus emission: {golden_rate(omega):.3e} s^-1")
print(f"Im gamma, optical: {react:.3e} s^-1; over omega: {react/omega:.3e}")
print(f"absorption from drag alone: {dn_drag.imag*to_alpha:.3e} cm^-1")
print(f"absorption from lattice rate alone: {dn_lattice.imag*to_alpha:.3e} cm^-1")
print(f"zero-frequency conductivity, no drag: {sigma_no:.3f} S/cm")
print(f"zero-frequency conductivity, with drag: {sigma_with:.3f} S/cm")
print(f"  reduction by drag: {100*(1-sigma_with/sigma_no):.2f} %")
print("NEGLECTED EFFECTS")
print(f"valley masses l, t: {ML}, {MT} m0; holes: {MHH}, {MLH} m0")
print(f"protected weight fraction, six valleys: {v_cm/v_all:.3f}")
print(f"protected weight fraction, heavy+light holes: {h_cm/h_all:.3f}")
print(f"density / effective density of states, e: {fill_e:.4f}; h: {fill_h:.4f}")
print(f"nonparabolicity {ALPHA} /eV changes electron weight: {100*nonpar:.2f} %")
print(f"thermal speed / light phase speed: {doppler:.2e}")
print(f"zero-freq. rate, Debye length x2: {drag_rate(w_low, kappa/2):.3e} s^-1")
print(f"zero-freq. rate, Debye length /2: {drag_rate(w_low, kappa*2):.3e} s^-1")
print(f"optical rate, Debye length x2: {drag_rate(omega, kappa/2):.3e} s^-1")
print(f"optical rate, Debye length /2: {drag_rate(omega, kappa*2):.3e} s^-1")
print(f"carriers in Debye sphere: {8*np.pi*n/(3*kappa**3):.2f}")
print(f"pair binding energy, unscreened: {1e3*ryd/e:.2f} meV")
print(f"mean Coulomb contact enhancement, unscreened: {sommer:.2f}")
print(f"bound/free pair ratio, unscreened mass-action estimate: {saha:.2f}")
print("all assertions hold")
```

Output:

```
RING MODEL: final current / noninteracting parabolic value
identical particles: 1.00000000
masses 1,2 charges 1,2 (equal q/m): 1.00000000
masses 1,3 charges 1,1: 0.6597
  same from force identity: 0.6597
masses 1,1 charges 1,-1: -0.0353
  same from force identity: -0.0353
identical particles with impurity: 0.6393
nonparabolic, no interaction: 0.9970
nonparabolic, with interaction: 0.8995
SILICON INPUTS (rough typical values)
density of each species: 1.0e+17 cm^-3; temperature: 300 K
wavelength: 1550 nm; background index: 3.48
masses e, h: 0.26, 0.39 m0; relative permittivity: 11.7
common lattice rate: 1.0e+13 s^-1
SILICON RESULTS
reduced mass: 0.1560 m0
angular frequency: 1.2153e+15 s^-1
photon energy: 0.7999 eV; kT: 0.02585 eV
Debye length: 9.14 nm
index change, electrons: -1.1909e-04
index change, holes: -7.9391e-05
index change, both, no drag: -1.9848e-04
relative index change due to drag: 7.145e-05
drag rate Re gamma, zero frequency: 1.417e+12 s^-1
  from Born cross-section: 1.417e+12 s^-1
drag rate Re gamma, optical: 1.311e+10 s^-1
  from absorption minus emission: 1.311e+10 s^-1
Im gamma, optical: 8.682e+10 s^-1; over omega: 7.144e-05
absorption from drag alone: 1.737e-04 cm^-1
absorption from lattice rate alone: 1.324e-01 cm^-1
zero-frequency conductivity, no drag: 18.064 S/cm
zero-frequency conductivity, with drag: 15.822 S/cm
  reduction by drag: 12.41 %
NEGLECTED EFFECTS
valley masses l, t: 0.92, 0.19 m0; holes: 0.49, 0.16 m0
protected weight fraction, six valleys: 0.596
protected weight fraction, heavy+light holes: 0.845
density / effective density of states, e: 0.0036; h: 0.0098
nonparabolicity 0.5 /eV changes electron weight: -6.04 %
thermal speed / light phase speed: 1.54e-03
zero-freq. rate, Debye length x2: 2.227e+12 s^-1
zero-freq. rate, Debye length /2: 7.336e+11 s^-1
optical rate, Debye length x2: 1.319e+10 s^-1
optical rate, Debye length /2: 1.282e+10 s^-1
carriers in Debye sphere: 0.64
pair binding energy, unscreened: 15.51 meV
mean Coulomb contact enhancement, unscreened: 5.57
bound/free pair ratio, unscreened mass-action estimate: 0.24
all assertions hold
```
